# Isotope exponent of a phonon superconductor with retarded Coulomb repulsion

**Setting.** A superconductor made of a single element has ions of mass $M$. Phonons of energy up to $\omega_D$ attract electrons to each other with dimensionless strength $\lambda$. The screened Coulomb interaction repels them with dimensionless strength $\mu>0$, up to an electronic energy $W>\omega_D$. The isotope exponent is defined by

$$\alpha=-\frac{d\ln T_c}{d\ln M},$$

so that $T_c\propto M^{-\alpha}$ for small changes of mass. All ionic masses are changed together. The force constants, the electronic matrix elements, the density of states, $\mu$ and $W$ are taken not to depend on $M$.

Hartree atomic units are used, with $\hbar=1$ and temperature measured as an energy, $k_B=1$. The main temperatures are also given in kelvin.

## Part (a): what the ionic mass changes

**Question.** The ions are harmonic, with force-constant matrix $\Phi$. An electron couples to the displacements $u$ through $d\cdot u$, where the real vector $d$ is the derivative of the electronic matrix element with respect to the displacements. Show how $\omega_D$ and $\lambda$ depend on $M$.

**Answer.** The equation of motion is $M\ddot u=-\Phi u$. Its normal modes obey

$$\Phi e_\nu=M\omega_\nu^2e_\nu ,\qquad e_\nu\cdot e_{\nu'}=\delta_{\nu\nu'} .$$

The matrix $\Phi$ does not contain $M$, so neither its eigenvectors $e_\nu$ nor its eigenvalues $M\omega_\nu^2$ do. Every frequency therefore scales as $M^{-1/2}$. The cut-off $\omega_D$ is a characteristic frequency of this spectrum and scales in the same way:

$$\frac{d\ln\omega_D}{d\ln M}=-\frac12 .$$

For the coupling, write the displacement in phonon operators,

$$u=\sum_\nu \frac{e_\nu}{\sqrt{2M\omega_\nu}}\,(b_\nu+b_\nu^\dagger),
\qquad\text{so that}\qquad
g_\nu=\frac{d\cdot e_\nu}{\sqrt{2M\omega_\nu}}$$

is the amplitude for emitting or absorbing one phonon. When two electrons exchange a phonon with negligible energy transfer, second-order perturbation theory gives $-g_\nu^2/\omega_\nu$ for each of the two time orders. The attraction is thus $2g_\nu^2/\omega_\nu$ per mode. Multiplying by the density of states per spin, $N(0)$, makes it dimensionless:

$$\lambda=2N(0)\sum_\nu\frac{g_\nu^2}{\omega_\nu}
=N(0)\sum_\nu\frac{(d\cdot e_\nu)^2}{M\omega_\nu^2}
=N(0)\,d^{T}\Phi^{-1}d .$$

The last step uses the fact that $M\omega_\nu^2$ are the eigenvalues of $\Phi$, taken as positive for all modes that couple. The mass has cancelled. A heavier ion has a smaller zero-point amplitude, which weakens $g_\nu^2$, but its lower frequency makes the exchange more effective by the same factor. An average of such terms over the Fermi surface is equally independent of $M$.

The argument needs harmonic forces. In an anharmonic lattice the effective force constants depend on the vibration amplitude, hence on $M$, and $\lambda$ can then change with the isotope.

## Part (b): the transition temperature

**Question.** Let $\xi$ be the distance in energy from the Fermi level. For a constant density of states and a gap that is even about the Fermi level, the linearised gap equation of the two-square-well model is

$$\Delta(\xi)=\int_0^W d\xi'\,\big[\lambda\,\theta(\omega_D-\xi)\,\theta(\omega_D-\xi')-\mu\big]\,
\frac{\tanh(\xi'/2T)}{\xi'}\,\Delta(\xi').$$

Show that, for $T_c\ll\omega_D$,

$$T_c=C\,\omega_D\exp\!\left(-\frac{1}{\lambda-\mu^*}\right),\qquad
\mu^*=\frac{\mu}{1+\mu\ln(W/\omega_D)},$$

and find the constant $C$.

**Answer.** The right-hand side depends on $\xi$ through $\theta(\omega_D-\xi)$ alone. The gap therefore has one constant value $\Delta_1$ for $\xi<\omega_D$ and another, $\Delta_2$, for $\xi>\omega_D$. Define

$$F_1=\int_0^{\omega_D}\frac{\tanh(\xi/2T)}{\xi}\,d\xi,\qquad
F_2=\int_{\omega_D}^{W}\frac{\tanh(\xi/2T)}{\xi}\,d\xi .$$

The gap equation becomes two linear equations,

$$\Delta_1=(\lambda-\mu)F_1\Delta_1-\mu F_2\Delta_2,\qquad
\Delta_2=-\mu F_1\Delta_1-\mu F_2\Delta_2 .$$

The second gives

$$\Delta_2=-\frac{\mu F_1}{1+\mu F_2}\,\Delta_1 .$$

The gap changes sign at $\omega_D$, and this is how the pairs reduce the cost of the repulsion. If $\Delta_1$ were zero, $\Delta_2$ would vanish too, so in a non-trivial solution we may divide by $\Delta_1$. Inserting $\Delta_2$ in the first equation,

$$1=F_1\left[\lambda-\mu+\frac{\mu^2F_2}{1+\mu F_2}\right]
=F_1\left[\lambda-\frac{\mu}{1+\mu F_2}\right],$$

because $\mu(1+\mu F_2)-\mu^2F_2=\mu$.

Now evaluate the integrals. In $F_2$ every $\xi$ exceeds $\omega_D\gg T$, so the hyperbolic tangent is close to one and $F_2\simeq\ln(W/\omega_D)$. The second term in the bracket is then $\mu^*$.

For $F_1$ put $x=\xi/2T$ and $X=\omega_D/2T$, and integrate by parts:

$$F_1=\int_0^X\frac{\tanh x}{x}\,dx=\tanh X\,\ln X-\int_0^X\frac{\ln x}{\cosh^2x}\,dx
\;\simeq\;\ln X-J,\qquad J=\int_0^\infty\frac{\ln x}{\cosh^2x}\,dx .$$

The boundary term at $x=0$ vanishes because $x\ln x\to0$. To find $J$, consider $I(s)=\int_0^\infty x^s\cosh^{-2}x\,dx$, for which $I(0)=1$ and $I'(0)=J$. With $\cosh^{-2}x=4\sum_{n\ge1}(-1)^{n+1}n\,e^{-2nx}$, integration term by term for $s>1$ gives

$$I(s)=2^{1-s}\,\Gamma(s+1)\,\eta(s),\qquad \eta(s)=\sum_{n=1}^\infty\frac{(-1)^{n+1}}{n^s}.$$

Splitting the sum into two halves and shifting the index in one of them,

$$\eta(s)=\frac12+\frac12\sum_{n=1}^\infty(-1)^{n+1}\left[n^{-s}-(n+1)^{-s}\right].$$

This form converges for $s>-1$ and continues the result to $s=0$. There $\eta(0)=\tfrac12$, and

$$\eta'(0)=\frac12\sum_{n=1}^\infty(-1)^{n+1}\ln\frac{n+1}{n}
=\frac12\ln\left(\frac21\cdot\frac23\cdot\frac43\cdot\frac45\cdots\right)=\frac12\ln\frac{\pi}{2}$$

by Wallis's product. Since $I(0)=1$, $J$ is the logarithmic derivative of $I$ at zero. With $\Gamma'(1)=-\gamma$, where $\gamma$ is Euler's constant,

$$J=-\ln2-\gamma+\frac{\eta'(0)}{\eta(0)}=-\ln 2-\gamma+\ln\frac{\pi}{2}=\ln\frac{\pi}{4}-\gamma .$$

Hence

$$F_1\simeq\ln\frac{\omega_D}{2T}+\gamma+\ln\frac4\pi=\ln\frac{C\omega_D}{T},\qquad
C=\frac{2e^\gamma}{\pi}\simeq1.134 .$$

The condition $1=(\lambda-\mu^*)\ln(C\omega_D/T_c)$ is the required formula. Since $F_1>0$, a transition requires $\lambda>\mu^*$.

The error of the two approximations can be bounded. From $1-\tanh x<2e^{-2x}$, both $F_1$ and $F_2$ differ from their logarithms by less than

$$\int_X^\infty\frac{2e^{-2x}}{x}\,dx<\frac{e^{-2X}}{X}=\frac{2T}{\omega_D}\,e^{-\omega_D/T}.$$

The constant $C$ contains no mass, and it will drop out of $\alpha$.

## Part (c): the isotope exponent

**Question.** Derive $\alpha$ in terms of $\lambda$ and $\mu^*$.

**Answer.** The mass enters through $\omega_D$, which appears twice: as the prefactor of $T_c$ and inside $\mu^*$. For the second place, invert the definition of $\mu^*$:

$$\frac1{\mu^*}=\frac1\mu+\ln W-\ln\omega_D .$$

Differentiating at fixed $\mu$ and $W$,

$$-\frac{1}{\mu^{*2}}\frac{d\mu^*}{d\ln\omega_D}=-1
\quad\Longrightarrow\quad
\frac{d\mu^*}{d\ln\omega_D}=\mu^{*2}.$$

A higher phonon frequency makes the effective repulsion stronger, because the electronic and phonon energy scales are then less well separated.

Next take the logarithm of the transition temperature,

$$\ln T_c=\ln C+\ln\omega_D-\frac{1}{\lambda-\mu^*} .$$

At fixed $\lambda$, the derivative of $-(\lambda-\mu^*)^{-1}$ with respect to $\mu^*$ is $-(\lambda-\mu^*)^{-2}$: one minus sign stands in front, one comes from the power, and one from the inner derivative. Therefore

$$\frac{d\ln T_c}{d\ln\omega_D}=1-\frac{1}{(\lambda-\mu^*)^2}\frac{d\mu^*}{d\ln\omega_D}
=1-\left(\frac{\mu^*}{\lambda-\mu^*}\right)^2 .$$

Finally, the chain rule with part (a) gives

$$\alpha=-\frac{d\ln T_c}{d\ln\omega_D}\,\frac{d\ln\omega_D}{d\ln M}
=\frac12\left[1-\left(\frac{\mu^*}{\lambda-\mu^*}\right)^2\right].$$

The two terms compete. Heavier ions lower the energy scale of the attraction, which reduces $T_c$ and contributes $\tfrac12$. They also respond more slowly, which lowers $\mu^*$ and raises $T_c$. If $\mu^*$ were held constant, the second term would be absent and $\alpha$ would equal $\tfrac12$. The formula thus relies on the logarithmic law for $\mu^*$; a different dependence on $\omega_D$ would give a different second term.

## Part (d): where the exponent vanishes

**Question.** Find every zero of $\alpha$ in the range where the superconductor exists, and give the sign of $\alpha$ on each side. Does the answer survive if the numerator 1 in the exponent of $T_c$ is replaced by $1+\lambda$, to represent the phonon enhancement of the electron mass?

**Answer.** Write $r=\mu^*/(\lambda-\mu^*)$, so that $\alpha=\tfrac12(1-r^2)$. A zero requires $r=1$ or $r=-1$.

- $r=1$ gives $\mu^*=\lambda-\mu^*$, that is, $\mu^*=\lambda/2$.
- $r=-1$ gives $\mu^*=-\lambda+\mu^*$, that is, $\lambda=0$. This is excluded by $\lambda>\mu^*>0$.

The single zero is therefore

$$\mu^*=\frac{\lambda}{2}.$$

For $0<\mu^*<\lambda/2$ we have $0<r<1$ and $0<\alpha<\tfrac12$. For $\lambda/2<\mu^*<\lambda$ we have $r>1$ and $\alpha<0$: the heavier isotope has the higher $T_c$. As $\mu^*\to\lambda$ from below, $\alpha\to-\infty$, but $T_c$ itself goes to zero there. As $\mu^*/\lambda\to0$, $\alpha\to\tfrac12$.

A vanishing exponent therefore does not show that phonons are absent from the pairing. At the zero, $\lambda-\mu^*=\lambda/2$ and

$$T_c=C\,\omega_D\,e^{-2/\lambda},$$

which is finite and would be zero without the phonon attraction.

With the numerator $1+\lambda$, which is independent of $M$ by part (a), the same differentiation gives

$$\alpha=\frac12\left[1-\frac{(1+\lambda)\,\mu^{*2}}{(\lambda-\mu^*)^2}\right].$$

It vanishes when $\lambda-\mu^*=\sqrt{1+\lambda}\,\mu^*$, or

$$\mu^*=\frac{\lambda}{1+\sqrt{1+\lambda}} .$$

The change of sign survives, but its position moves to smaller $\mu^*$. The value $\lambda/2$ is recovered for $\lambda\ll1$. The simple condition thus belongs to weak coupling.

## Part (e): the zero as an optimum

**Question.** Keep $\lambda$, $\mu$ and $W$ fixed and regard $T_c$ as a function of $\omega_D$. What does the zero of $\alpha$ mean for this function, where does it lie, and when is it absent?

**Answer.** From part (c), $d\ln T_c/d\ln\omega_D=1-r^2=2\alpha$, so a zero of $\alpha$ is a stationary point of $T_c$. To classify it, differentiate $r$:

$$\frac{dr}{d\ln\omega_D}=\frac{\lambda}{(\lambda-\mu^*)^2}\,\mu^{*2}=\lambda r^2,
\qquad
\frac{d^2\ln T_c}{d(\ln\omega_D)^2}=-2r\,\lambda r^2=-2\lambda r^3<0 .$$

Thus $\ln T_c$ is a concave function of $\ln\omega_D$ wherever $T_c$ exists, so the stationary point is the maximum of $T_c$. Below it, the gain in energy scale wins as $\omega_D$ rises; above it, the loss of retardation wins.

Setting $\mu^*=\lambda/2$ in the expression for $1/\mu^*$,

$$\frac2\lambda=\frac1\mu+\ln\frac{W}{\omega_0}
\quad\Longrightarrow\quad
\omega_0=W\exp\!\left(\frac1\mu-\frac2\lambda\right),$$

and the maximum value is

$$T_c^{\max}=C\omega_0e^{-2/\lambda}=C\,W\exp\!\left(\frac1\mu-\frac4\lambda\right).$$

The model requires $\omega_0<W$, hence $1/\mu<2/\lambda$, or $\mu>\lambda/2$. If instead $\mu\le\lambda/2$, then $\mu^*<\mu\le\lambda/2$ for every $\omega_D<W$, and $\alpha$ stays positive. A weak bare repulsion cannot reverse the isotope effect in this model.

The range close to $\omega_D=W$ is of formal interest only, because a metal with $\omega_D$ comparable to $W$ lacks the separation of time scales on which the picture rests.

## Part (f): numbers

**Question.** Take the round model parameters $M=100000$ electron masses, force constant $0.1$ hartree/bohr², $W=0.3$ hartree and $\mu=0.5$. Let $\omega_D$ be the frequency of one ion on one such spring.

1. Find $\mu^*$ and the value of $\lambda$ at which $\alpha$ vanishes.
2. For $\lambda=0.4$, find $T_c$, $\alpha$ and the change of $T_c$ when the mass rises by 5 percent.
3. Describe how $\alpha$ varies with $\lambda$.
4. For $\lambda=0.4$, could an isotope substitution reach the zero of $\alpha$?

**Answer.**

**1.** The phonon energy is $\omega_D=\sqrt{0.1/100000}=0.001$ hartree. With $\ln(W/\omega_D)=\ln300=5.704$,

$$\mu^*=\frac{0.5}{1+0.5\times5.704}=\frac{0.5}{3.852}=0.1298 .$$

Retardation has reduced the repulsion to about a quarter of its bare value. The exponent vanishes at $\lambda=2\mu^*=0.2596$, where $T_c=0.16$ K.

**2.** For $\lambda=0.4$, $\lambda-\mu^*=0.2702$, and

$$T_c=1.134\times0.001\times e^{-1/0.2702}=2.80\times10^{-5}\ \text{hartree}=8.84\ \text{K},$$

$$\alpha=\frac12\left[1-\left(\frac{0.1298}{0.2702}\right)^2\right]=\frac12(1-0.2308)=0.385 .$$

With constant $\alpha$, a mass increase of 5 percent changes $T_c$ by

$$8.843\ \text{K}\times\left(1.05^{-0.3846}-1\right)=-0.1644\ \text{K}.$$

Solving the gap equation at both masses gives $-0.1646$ K. The slightly larger drop has the expected sign: a heavier ion lowers $\mu^*$, so $\alpha$ grows during the change.

**3.** At the original mass, the formulas give:

| $\lambda$ | $T_c$ (K) | $\alpha$ |
|---|---|---|
| 0.2 | 0.00023 | −1.21 |
| 0.2596 | 0.16 | 0 |
| 0.3 | 1.0 | 0.209 |
| 0.4 | 8.84 | 0.385 |
| 0.5 | 24.0 | 0.439 |

The exponent rises towards $\tfrac12$ as the attraction outgrows the repulsion. The strongly negative value at $\lambda=0.2$ comes with a very low $T_c$, because both follow from the small difference $\lambda-\mu^*=0.0702$.

These numbers belong to the two-square-well model and are not estimates for a real metal, because the mass enhancement is not negligible at such $\lambda$. With the numerator $1+\lambda$ of part (d), the row $\lambda=0.4$ becomes $T_c=2.0$ K and $\alpha=0.338$, and the zero moves from $\lambda=0.260$ to $0.276$. The Eliashberg equations with a single phonon mode at $\omega_D$ and the same $\mu$ and $W$ lower that row further, to about $0.5$ K and $\alpha\simeq0.2$.

**4.** The optimum phonon energy is

$$\omega_0=0.3\times e^{1/0.5-2/0.4}=0.3\times e^{-3}=0.0149\ \text{hartree},$$

about 15 times the actual $\omega_D$. At fixed force constant it would require

$$M=\frac{0.1}{(0.0149)^2}\simeq450\ \text{electron masses}.$$

This is less than the mass of a proton, so no isotope can reach it. A small or negative $\alpha$ needs $\lambda$ near or below $2\mu^*$. For these values of $\mu$, $W$ and the force constant that means a weak $\lambda$, as in the first rows of the table; a larger $\mu$ or a smaller $W$ would raise $\mu^*$ and move the zero to larger $\lambda$. A larger $\mu$ alone has a limited effect: since $\mu^*<1/\ln(W/\omega_D)$, the zero stays below $\lambda=2/5.704=0.351$.

For comparison, take the weak repulsion $\mu=0.15$ with $\lambda=0.4$, so that $\mu<\lambda/2$. Then $\alpha=0.459$, $0.425$ and $0.329$ at $\omega_D/W=0.01$, $0.1$ and $0.9$. It falls but stays positive, as part (e) requires.

The numerical check diagonalises the gap equation of part (b) on an energy grid, without using $\mu^*$ or the formula for $T_c$. It reproduces the exponents above to within $10^{-4}$ and places the maximum of $T_c$ at the same $\omega_0$ to within one part in a thousand.

## Computed results

```
ring: lambda at mass M = 0.276654, at 2M = 0.276654
ring: lambda from static force constants = 0.276654
ring: lowest frequency ratio (2M)/(M) = 0.707107
ionic mass M = 100000 electron masses
force constant = 0.100 hartree/bohr^2
phonon cut-off wD = 0.001000 hartree
electronic cut-off W = 0.300 hartree
bare repulsion mu = 0.500
ln(W/wD) = 5.70378
mustar = 0.12981
prefactor C = 1.13387
critical lambda = 2 mustar = 0.25961
lambda = 0.20000: kTc formula = 7.37004e-10 hartree
   Tc formula = 0.00023273 K, gap equation = 0.00023273 K
   alpha formula = -1.20988, gap equation = -1.20989
lambda = 0.25961: kTc formula = 5.11507e-07 hartree
   Tc formula = 0.16152 K, gap equation = 0.16152 K
   alpha formula = 0.00000, gap equation = -0.00000
lambda = 0.30000: kTc formula = 3.18269e-06 hartree
   Tc formula = 1.005 K, gap equation = 1.005 K
   alpha formula = 0.20915, gap equation = 0.20915
lambda = 0.40000: kTc formula = 2.80038e-05 hartree
   Tc formula = 8.8429 K, gap equation = 8.8429 K
   alpha formula = 0.38460, gap equation = 0.38460
lambda = 0.50000: kTc formula = 7.61039e-05 hartree
   Tc formula = 24.032 K, gap equation = 24.032 K
   alpha formula = 0.43852, gap equation = 0.43852
lambda = 0.4, mass +5 percent: Tc change = -0.16461 K
   estimate from constant alpha = -0.16439 K
lambda = 0.4: optimum wD formula = 0.014936 hartree
   optimum wD from gap equation = 0.014936 hartree
   mustar at optimum = 0.20000
   maximum kTc formula = 1.14111e-04 hartree
   maximum kTc gap equation = 1.14111e-04 hartree
weak repulsion mu = 0.15, lambda = 0.40:
   wD/W = 0.01: alpha formula = 0.45939, gap equation = 0.45939
   wD/W = 0.10: alpha formula = 0.42533, gap equation = 0.42533
   wD/W = 0.90: alpha formula = 0.32877, gap equation = 0.32877
```
